# How deep a pinhole looks to a spherical atomic-force tip

## The problem

Thin oxides grown on a two-dimensional channel such as graphene or MoS₂ often start as separate islands, because the clean surface offers few sites where the first molecules can bind. If the islands do not fully merge, pinholes remain. An atomic-force microscope is a natural instrument for finding them, but its tip is blunt on the scale of the holes.

An oxide film is \(d=5\) nm thick and has a circular pinhole of diameter \(w=4\) nm that reaches down to the channel. The tip ends in a sphere of radius \(R=10\) nm.

1. Estimate by scaling how far the tip enters the hole.
2. Find the depth without approximation, and the condition on \(d\) under which it holds.
3. How wide must the hole be for the microscope to read its full depth?
4. How does the reading change if the tip misses the centre of the hole, if the rim is rounded, or if the contact is elastic?

Until question 4 the tip and the film are rigid, the film surface is flat, the wall of the hole is vertical, its rim is sharp, and the tip comes down along the axis of the hole. The hole radius is \(a=w/2=2\) nm. Depth is counted as positive downward from the film surface. The microscope is taken to record the height of the apex, the lowest point of the tip, at the moment of first contact.

## First estimate by scaling

At its apex the sphere is horizontal. At a small distance \(r\) from the axis, the radius drawn to the surface is tilted from the vertical by an angle of about \(r/R\). The surface is perpendicular to this radius, so its slope is also about \(r/R\).

Between the apex and the rim the slope therefore grows in proportion to \(r\), from zero to about \(a/R\). Its average is \(a/(2R)\). Over the horizontal distance \(a\) the tip surface rises by

\[
s_{\rm est}=a\cdot\frac{a}{2R}=\frac{a^2}{2R}=\frac{w^2}{8R}.
\]

If the tip rests on the rim, the apex hangs below the rim by this amount. For the given sizes,

\[
s_{\rm est}=\frac{(4\ \text{nm})^2}{8\times 10\ \text{nm}}=0.200\ \text{nm}.
\]

The true depth \(d\) does not appear. The estimate grows as the square of the hole width and falls as the inverse of the tip radius. It relies on \(a\ll R\), and it assumes that the rim, not the bottom, stops the tip.

## Exact solution

**The shape of the tip.** Let \(h(r)\) be the height of the tip surface above the apex at distance \(r\) from the tip axis. The centre of the sphere is \(R\) above the apex, so a point of the lower half lies at a vertical distance \(R-h\) below the centre. Pythagoras gives

\[
(R-h)^2+r^2=R^2 .
\]

On the lower half \(R-h\ge 0\), which selects the positive root:

\[
h(r)=R-\sqrt{R^2-r^2}.
\]

This function increases with \(r\).

**First contact.** Suppose the apex is at depth \(s\). The tip surface at distance \(r\) is then at height \(-s+h(r)\), and it may not lie below the solid there.

- Over the film, \(r\ge a\), the solid is at height zero. The requirement is \(s\le h(r)\). It is most severe where \(h\) is smallest, at the rim \(r=a\), so \(s\le h(a)\).
- Over the bottom, \(r<a\), the solid is at height \(-d\). The requirement is \(s\le d+h(r)\). It is most severe at \(r=0\), where \(h=0\), so \(s\le d\).
- Points on the vertical wall lie below the rim at the same \(r=a\). They set no stricter limit than the rim and the bottom do.

The tip descends until the first of these limits is reached. The recorded depth is therefore

\[
s_{\rm read}=\min(d,s),\qquad s=R-\sqrt{R^2-a^2},\qquad a<R .
\]

With the numbers of the problem,

\[
s=10\ \text{nm}-\sqrt{100-4}\ \text{nm}=(10-9.798)\ \text{nm}=0.202\ \text{nm}.
\]

Since \(d=5\) nm is larger than this, the rim stops the tip. The microscope reports about 4% of the true depth.

A direct search gives the same result. The hole was drawn as a height map with a step of 0.01 nm, and the sphere was lowered until the first map point touched it. The apex stopped at 0.2020 nm. A hole only 0.1 nm deep, treated in the same way, was read as 0.1000 nm: it is shallower than \(s\), so the apex lands on its floor.

**What the depth reading contains.** Once \(d>s\), the reading depends on \(a\) and \(R\) alone. It is then a measure of the width of the hole. Solving \((R-s)^2+a^2=R^2\) for \(a\) gives

\[
a^2=R^2-(R-s)^2=2Rs-s^2 ,\qquad w=2\sqrt{2Rs-s^2}.
\]

With a known tip radius, the dimple thus yields the hole width, within this rigid, sharp-rimmed model, provided the rim is known to have stopped the tip. About the true depth it then says only that \(d\ge s\). The depth reading alone cannot show what stopped the tip: a wider hole that is only 0.202 nm deep gives the same number.

**The width that reveals the bottom.** The apex reaches the floor if \(s\ge d\). For \(d<R\) this means

\[
R-\sqrt{R^2-a^2}\ge d
\quad\Longrightarrow\quad
\sqrt{R^2-a^2}\le R-d .
\]

Both sides are non-negative, so squaring keeps the direction of the inequality:

\[
R^2-a^2\le R^2-2Rd+d^2
\quad\Longrightarrow\quad
a^2\ge 2Rd-d^2 .
\]

The smallest sufficient width is

\[
w_{\rm full}=2\sqrt{2Rd-d^2}=2\sqrt{100-25}\ \text{nm}=17.3\ \text{nm}.
\]

The height-map search, here on a larger map with a step of 0.025 nm, agrees: a hole 18.01 nm wide was read as 5.00 nm deep, and one 16.63 nm wide as 4.44 nm deep. The pinhole of the problem is more than four times too narrow.

**Does the cone behind the sphere matter?** A real tip is a cone capped by a sphere. Let the cone surface make an angle \(\beta\) with the tip axis. At an angle \(\theta\) from the apex, seen from the sphere's centre, the sphere surface is inclined by \(\theta\) to the horizontal, hence by \(90^\circ-\theta\) to the axis. The cone joins smoothly where \(90^\circ-\theta=\beta\), at the distance \(R\sin\theta=R\cos\beta\) from the axis. For a rough typical \(\beta=20^\circ\) this is 9.40 nm. The rim of the pinhole touches at 2 nm, where \(\theta=\arcsin(a/R)=11.5^\circ\). Even the hole of width \(w_{\rm full}\) touches at 8.66 nm. In both cases contact is on the sphere. The cap ends at the height \(R(1-\sin\beta)=6.6\) nm above the apex, so for such a tip the formula for \(w_{\rm full}\) holds only for \(d\) up to this value. For a deeper hole the cone meets the rim and a wider opening is needed.

## Comparison of the estimate with the exact result

The relation \(a^2=2Rs-s^2\) shows the error of the estimate directly. Dividing it by \(2R\),

\[
s_{\rm est}=\frac{a^2}{2R}=s\left(1-\frac{s}{2R}\right),
\qquad
\frac{s-s_{\rm est}}{s}=\frac{s}{2R}.
\]

The estimate is always too small, because the slope of a sphere grows faster than in proportion to \(r\). Relative to the exact depth, the error is \(0.202/20\), or 1%.

The size of the missing piece follows from the expansion \(\sqrt{1-\varepsilon}=1-\varepsilon/2-\varepsilon^2/8-\dots\) with \(\varepsilon=a^2/R^2\):

\[
s=R\left(1-\sqrt{1-\varepsilon}\right)
=\frac{a^2}{2R}+\frac{a^4}{8R^3}+\dots
\]

The second term is \(16/8000\) nm \(=0.002\) nm, which accounts for the difference between 0.200 nm and 0.202 nm.

The scaling with tip radius can be judged at a fixed hole width of 4 nm:

- For \(R=5\) nm the estimate is 0.400 nm and the exact depth 0.417 nm.
- For \(R=20\) nm the estimate is 0.100 nm and the exact depth is also 0.100 nm to this accuracy.

The estimate improves for the blunter tip because \(a/R\) is smaller. Halving the tip radius from 10 nm to 5 nm roughly doubles the reading, but still leaves it below a tenth of the true depth.

For question 3 the estimate is poorer. Setting \(w^2/(8R)=d\) gives \(w=\sqrt{8Rd}=\sqrt{400}\) nm \(=20\) nm, instead of 17.3 nm. Here the rim touches far up the side of the sphere, \(a/R\) is not small, and the parabola is no longer a good picture of the tip.

## When the ideal conditions fail

**The tip misses the centre.** Let the tip axis be displaced by \(x\le a\) from the hole axis. A film point at distance \(r\ge a\) from the hole axis is at least \(r-x\ge a-x\) from the tip axis, by the triangle inequality. The rim point on the side of the displacement has just this smallest distance. The argument for first contact then applies with \(a\) replaced by \(a-x\):

\[
s(x)=R-\sqrt{R^2-(a-x)^2}\approx\frac{(a-x)^2}{2R},
\]

as long as the hole is deeper than this. The image of the pinhole is therefore a pointed dimple. It is deepest at \(x=0\) and joins the flat film smoothly at \(x=a\).

A scan samples the surface on a grid of pixels. In the worst case the hole centre lies in the middle of a square of four sampling points. With a pixel side \(p\), each of them is half a diagonal away, \(x=p/\sqrt2\). For \(p=1\) nm this is 0.707 nm, and

\[
s(0.707\ \text{nm})=10\ \text{nm}-\sqrt{100-1.293^2}\ \text{nm}=0.084\ \text{nm}.
\]

The deepest recorded point is then 0.118 nm shallower than the central reading. A coarse scan can hide more than half of an already small dimple.

The same reasoning covers holes that are not round. What counts is the distance from the tip axis to the nearest film. The deepest reading is found where this distance is largest, at the centre of the largest circle that fits inside the opening. A long slit 4 nm wide thus reads no deeper than a round hole 4 nm wide.

**The rim is rounded.** Keep the vertical wall at radius \(a\), but let the edge be a quarter circle of radius \(\rho\) that joins the wall to the flat film. In a vertical section through the axis, the centre of this circle is at horizontal distance \(a+\rho\) and depth \(\rho\). The centre of the tip sphere is on the axis at height \(R-s\). When two circles touch from outside, their centres are separated by the sum of the radii, so

\[
(R-s+\rho)^2+(a+\rho)^2=(R+\rho)^2 .
\]

The sphere's centre is above the centre of the rounded edge, so the positive root applies:

\[
s=(R+\rho)-\sqrt{(R+\rho)^2-(a+\rho)^2}.
\]

For \(\rho\to0\) this returns the sharp-rim result. With \(\rho=0.5\) nm,

\[
s=10.5\ \text{nm}-\sqrt{110.25-6.25}\ \text{nm}=0.302\ \text{nm},
\]

which is 0.100 nm deeper than for the sharp rim, an increase of about one half. The reason is that rounding at fixed wall radius widens the opening at the top from 4 nm to 5 nm. If the top opening were held fixed instead, \(a+\rho\) would stay at 2 nm while \(R+\rho\) grew, and the reading would fall slightly. The "width" of a pinhole must therefore be defined with care when its edge is not sharp.

**The contact is elastic.** The tip presses on the film with a force \(F\), which includes adhesion. On the flat film it sinks in by some depth \(\delta\), and this shifts the level from which the dimple is measured.

To find \(\delta\), start from the result of linear elasticity that a point load \(P\) on a flat half-space moves the surface at distance \(q\) by \(P/(\pi E^*q)\). Here \(E^*\) combines both bodies, \(1/E^*=(1-\nu_1^2)/E_1+(1-\nu_2^2)/E_2\), with Young's moduli \(E_i\) and Poisson ratios \(\nu_i\), so that the displacements of tip and film are added. Try the pressure

\[
p(r)=p_0\sqrt{1-r^2/c^2}
\]

inside a contact circle of radius \(c\). To find the displacement at radius \(r\), use polar coordinates \((q,\varphi)\) around that point. The area element \(q\,dq\,d\varphi\) cancels the factor \(1/q\):

\[
u(r)=\frac{p_0}{\pi E^*c}\int_0^{2\pi}\!d\varphi\int dq\,\sqrt{c^2-r^2-q^2-2rq\cos\varphi}.
\]

Put \(t=q+r\cos\varphi\) and \(A^2=c^2-r^2\sin^2\varphi\). The root becomes \(\sqrt{A^2-t^2}\), and \(t\) runs from \(r\cos\varphi\) to \(A\). For the opposite direction \(\varphi+\pi\), the lower limit changes sign. Because the integrand is even in \(t\), the two directions together give the full half-disc area \(\int_{-A}^{A}\sqrt{A^2-t^2}\,dt=\pi A^2/2\). Hence

\[
u(r)=\frac{p_0}{\pi E^*c}\int_0^{\pi}\frac{\pi}{2}\left(c^2-r^2\sin^2\varphi\right)d\varphi
=\frac{\pi p_0}{4E^*c}\left(2c^2-r^2\right).
\]

A sphere pressed in by \(\delta\) requires \(u(r)=\delta-r^2/(2R)\) inside the contact, where \(c\ll R\) permits the parabola. The trial pressure has the right form. Comparing the \(r^2\) terms gives \(\pi p_0/(4E^*c)=1/(2R)\), and the constant terms then give \(\delta=c^2/R\) and also \(\delta=\pi p_0c/(2E^*)\). The total force is

\[
F=\int_0^c p(r)\,2\pi r\,dr=\frac{2\pi}{3}p_0c^2 ,
\qquad p_0=\frac{3F}{2\pi c^2}.
\]

Inserting \(p_0\) yields \(\delta=3F/(4E^*c)\). With \(c=\sqrt{R\delta}\) and both sides squared,

\[
\delta^3=\frac{9F^2}{16RE^{*2}} .
\]

For rough typical values \(F=5\) nN and \(E^*=90\) GPa,

\[
\delta=\left[\frac{9\,(5\times10^{-9}\,\text{N})^2}{16\,(10^{-8}\,\text{m})(9\times10^{10}\,\text{Pa})^2}\right]^{1/3}
=5.6\times10^{-11}\ \text{m}=0.056\ \text{nm}.
\]

The contact radius is 0.75 nm, small compared with \(R\), as assumed. It is, however, only a few atoms across, \(\delta\) is smaller than an atomic spacing, and the peak pressure \(p_0\) is 4.3 GPa, so this continuum elastic value gives only an order of magnitude. It grows as \(F^{2/3}\): a force of 10 nN, which capillary adhesion in humid air can approach by itself (\(4\pi\gamma R\approx 9\) nN for water, \(\gamma=0.072\) N/m), gives 0.089 nm.

At the hole the rim also yields, by an amount \(\delta_{\rm rim}\ge0\) that is not computed here. At equal force the recorded depth is \(s+\delta_{\rm rim}-\delta\). Elasticity can thus lower the reading by at most \(\delta\) in this model, 0.056 nm for the assumed 5 nN, and it raises the reading if the rim yields more than the flat film. The half-space also ignores the channel and substrate below the oxide, which may be softer.

## Reading a real image

A real film is not perfectly flat. Suppose its roughness is about 0.2 nm (root mean square), a rough assumed value. The ideal dimple is then of the same size as the ordinary height variations of the film. If these variations have a lateral scale similar to the hole width, depth alone does not separate a pinhole that reaches the channel from an ordinary low spot. Much finer roughness is partly smoothed out by the blunt tip, and much longer undulations can be removed as a background, so in those cases the dimple is easier to pick out. The departures from the ideal case also matter on this scale: a rim rounded by 0.5 nm raises the reading to 0.30 nm, a 1 nm pixel grid can lower it to 0.08 nm, and elastic contact can lower it, at the assumed force of 5 nN by no more than 0.056 nm, the limit for a rim that does not yield at all. Each figure is for one change at a time. None of these shifts brings the reading near 5 nm. They all assume a nearly vertical wall. A gap left between unmerged islands may instead have edges rounded on the scale of the film thickness. With the same 4 nm opening at the narrowest level, the rounded-rim formula gives 0.69 nm for \(\rho=2\) nm and 1.73 nm for \(\rho=5\) nm. Such a hole is plainly visible, but the reading still falls short of the bottom.

A smooth image is therefore weak evidence that the oxide is closed. With a 10 nm tip, a 5 nm film could contain many steep-walled pinholes a few nanometres wide at the top and show only dimples a few tenths of a nanometre deep or less. Conversely, in the rigid model with a sharp rim, a reading of 5 nm requires an opening of at least 17.3 nm. A sharper tip and finer pixels make the dimple easier to see, but if the hole is too narrow for the tip in use, whether it reaches the channel has to be settled by a method that does not depend on that tip touching the bottom. The main values are collected in the numerical output.

## Calculated quantities

```
INPUTS
tip radius                         10.0 nm
hole width (diameter)              4.0 nm
hole radius                        2.0 nm
true depth of the hole             5.0 nm
MAIN RESULT
height of sphere centre over film  9.7980 nm
apparent depth, formula            0.2020 nm
apparent depth, grid search        0.2020 nm
grid step of the search            0.010 nm
apparent / true depth              4.04 %
narrow-hole estimate               0.2000 nm
next term of the estimate          0.0020 nm
reading of a 0.1 nm deep hole      0.1000 nm
width needed to read full depth    17.32 nm
search: width 18.01 nm reads     5.00 nm
search: width 16.63 nm reads     4.44 nm
OTHER TIPS, SAME HOLE
apparent depth, tip radius  5.0 nm 0.4174 nm
apparent depth, tip radius 20.0 nm 0.1003 nm
NEGLECTED EFFECTS (rough inputs)
pixel side                         1.0 nm
worst offset from hole centre      0.707 nm
apparent depth at that offset      0.0839 nm
same, grid search                  0.0839 nm
change due to offset               -0.1181 nm
rim rounding radius                0.5 nm
apparent depth, rounded rim        0.3020 nm
same, grid search                  0.3020 nm
change due to rounding             +0.0999 nm
contact force with adhesion        5.0 nN
combined contact modulus           90 GPa
elastic indentation of flat film   0.0558 nm
contact radius on flat film        0.747 nm
film roughness (rms)               0.2 nm
apparent depth / roughness         1.01
shank half-angle                   20 degrees
radius where spherical cap ends    9.40 nm
contact angle from tip axis        11.54 degrees
```
